# Dopant concentration near the corner of an implantation mask window: verification in Python

```python
"""Implant concentration near a right-angled corner of a large mask window.

Result under test: with the window in x>0, y>0 and an isotropic Gaussian
lateral spread of one-axis rms sigma, the concentration relative to the deep
interior is F = Phi(x/sigma) Phi(y/sigma), Phi = normal distribution function.
F = 1/4 at the corner, and F = 1/2 on the diagonal at the distance
sqrt(2) sigma Phi^-1(1/sqrt(2)), about 0.77 sigma, inside the corner.
Lengths are in nm unless a name says otherwise.
"""
import numpy as np
from scipy.integrate import dblquad, quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import ndtr, ndtri

# Rough typical values for boron at about 100 keV in silicon
energy_keV = 100.0
ion_range = 300.0
depth_straggle = 70.0
sigma = 80.0
dose_cm2 = 1.0e13
window = 2000.0
mask_thickness = 700.0
diffusivity_cm2_s = 1.5e-14   # rough intrinsic value near 1000 C
anneal_s = 1800.0
tilt_deg = 7.0
corner_radius = 100.0
root2 = np.sqrt(2.0)
nm_to_cm = 1.0e-7

# Derived formulas
u_half = ndtri(1 / root2)
s_over_sigma = root2 * u_half
s_half = s_over_sigma * sigma
assert abs(s_over_sigma - 0.77) < 0.005

# Quadrature of the unfactorized kernel over the finite window
nodes, weights = np.polynomial.legendre.leggauss(160)


def window_grid(low, high):
    points = low + (nodes + 1) * (high - low) / 2
    w = weights * (high - low) / 2
    a, b = np.meshgrid(points, points, indexing="ij")
    return a, b, np.outer(w, w)


def landed_fraction(x, y, width=window):
    a, b, w = window_grid(0.0, width)
    r2 = (x - a) ** 2 + (y - b) ** 2
    return np.sum(w * np.exp(-r2 / (2 * sigma**2))) / (2 * np.pi * sigma**2)


interior = landed_fraction(window / 2, window / 2)
corner_quad = landed_fraction(0.0, 0.0) / interior
edge_quad = landed_fraction(0.0, window / 2) / interior
s_quad = brentq(lambda s: landed_fraction(s / root2, s / root2) / interior
                - 0.5, 0.0, 5 * sigma)
assert abs(interior - 1) < 1e-9
assert abs(corner_quad - 0.25) < 1e-9
assert abs(edge_quad - 0.5) < 1e-9
assert abs(s_quad - s_half) < 1e-6
for x, y in [(-50.0, 120.0), (30.0, 10.0), (200.0, -90.0)]:
    assert abs(landed_fraction(x, y) - ndtr(x / sigma) * ndtr(y / sigma)) < 1e-9

# Half-concentration contour away from the diagonal
y_contour = {k: sigma * ndtri(0.5 / ndtr(k)) for k in (1.0, 2.0)}
for k, y in y_contour.items():
    assert abs(landed_fraction(k * sigma, y) - 0.5) < 1e-9


# Hand solution by the inverted series
def series_terms(a):
    return np.array([a, a**3 / 6, 7 * a**5 / 120, 127 * a**7 / 5040])


small = 0.1
true_small = ndtri(0.5 + small / np.sqrt(2 * np.pi))
assert abs(true_small - series_terms(small).sum()) < 2e-11
a_half = np.sqrt(2 * np.pi) * (1 / root2 - 0.5)
partial = np.cumsum(series_terms(a_half))
assert abs(partial[-1] - u_half) < 2e-4

# Isotropic but non-Gaussian lateral law with the same one-axis rms (units of
# sigma): equal mixture of Gaussians with variances 1/2 and 3/2
variances = np.array([0.5, 1.5])


def mixture_density(y, x):
    r2 = x * x + y * y
    return sum(0.5 * np.exp(-r2 / (2 * v)) / (2 * np.pi * v) for v in variances)


def mixture_ratio(t):
    return dblquad(mixture_density, -t, 12.0, -t, 12.0,
                   epsabs=1e-8, epsrel=1e-8)[0]


t_mix = brentq(lambda t: np.mean(ndtr(t / np.sqrt(variances)) ** 2) - 0.5, 0, 3)
corner_mix = mixture_ratio(0.0)
assert abs(corner_mix - 0.25) < 1e-6
assert abs(mixture_ratio(t_mix) - 0.5) < 1e-6
kurtosis_mix = 3 * np.mean(variances**2) / np.mean(variances) ** 2
assert abs(t_mix - u_half) > 1e-3   # 0.77 is special to the Gaussian

# Anneal: formula against explicit finite differences in two dimensions
dt_nm2 = diffusivity_cm2_s * anneal_s / nm_to_cm**2
sigma_anneal = np.sqrt(sigma**2 + 2 * dt_nm2)
s_anneal = s_over_sigma * sigma_anneal
step = 10.0
n_steps = 150
mesh_number = dt_nm2 / (n_steps * step**2)
assert mesh_number < 0.25
axis = np.arange(-60, 61) * step
field = np.outer(ndtr(axis / sigma), ndtr(axis / sigma))
depth = np.arange(0, 121) * step
profile = np.exp(-(depth - ion_range) ** 2 / (2 * depth_straggle**2))
profile *= dose_cm2 / (np.sqrt(2 * np.pi) * depth_straggle * nm_to_cm)
peak_before = profile[int(round(ion_range / step))]
for _ in range(n_steps):
    p = np.pad(field, 1, mode="edge")
    field = field + mesh_number * (p[2:, 1:-1] + p[:-2, 1:-1] + p[1:-1, 2:]
                                   + p[1:-1, :-2] - 4 * field)
    q = np.pad(profile, 1, mode="edge")
    profile = profile + mesh_number * (q[2:] + q[:-2] - 2 * profile)
corner_anneal = field[60, 60]
diagonal = CubicSpline(root2 * axis, np.diag(field))
s_anneal_fd = brentq(lambda s: diagonal(s) - 0.5, 0.0, 400.0)
assert abs(corner_anneal - 0.25) < 1e-5
assert abs(s_anneal_fd - s_anneal) < 0.1   # mesh error of the 10 nm grid
depth_anneal = np.sqrt(depth_straggle**2 + 2 * dt_nm2)
peak_after = dose_cm2 / (np.sqrt(2 * np.pi) * depth_anneal * nm_to_cm)
assert abs(profile[int(round(ion_range / step))] / peak_after - 1) < 2e-3

# Tilted beam: quadrature of the tilted three-dimensional ion cloud
theta = np.radians(tilt_deg)
range_shift = ion_range * np.sin(theta)
shadow_shift = mask_thickness * np.tan(theta)


def tilted_half_point(sign, shadow):
    """Inward half-point distance; sign +1 if the beam runs into the window."""
    a, b, w = window_grid(shadow / root2, window)
    z = ion_range * np.cos(theta)

    def density(s):
        dx, dy = s / root2 - a, s / root2 - b
        along = sign * np.sin(theta) * (dx + dy) / root2 + np.cos(theta) * z
        across2 = dx**2 + dy**2 + z**2 - along**2
        return np.sum(w * np.exp(-(along - ion_range) ** 2
                                 / (2 * depth_straggle**2)
                                 - across2 / (2 * sigma**2)))

    inside = density(window / root2)
    return brentq(lambda s: density(s) / inside - 0.5, -300.0, 700.0)


s_upstream = tilted_half_point(+1, shadow_shift)
s_downstream = tilted_half_point(-1, 0.0)
# The tilt also changes the lateral width by a few parts in a thousand
assert abs(s_upstream - (s_half + range_shift + shadow_shift)) < 0.5
assert abs(s_downstream - (s_half - range_shift)) < 0.5


# Mask corner rounded by a quarter circle: remove the lost part of the opening
def lost_part(x, y, radius):
    def strip(a):
        top = radius - np.sqrt(max(radius**2 - (a - radius) ** 2, 0.0))
        gauss = np.exp(-(x - a) ** 2 / (2 * sigma**2))
        gauss /= np.sqrt(2 * np.pi) * sigma
        return gauss * (ndtr((top - y) / sigma) - ndtr(-y / sigma))
    return quad(strip, 0.0, radius, epsabs=1e-11, limit=200)[0]


def rounded_ratio(s):
    x = s / root2
    return ndtr(x / sigma) ** 2 - lost_part(x, x, corner_radius)


r_small = 8.0
area_estimate = (1 - np.pi / 4) * r_small**2 / (2 * np.pi * sigma**2)
assert abs(lost_part(0.0, 0.0, r_small) / area_estimate - 1) < 5e-3
corner_round = rounded_ratio(0.0)
s_round = brentq(lambda s: rounded_ratio(s) - 0.5, 0.0, 500.0)
assert corner_round < 0.25 and s_round > s_half

# Window width at which the centre reaches 99 per cent of the full value
width_99 = 2 * sigma * ndtri((1 + np.sqrt(0.99)) / 2)
assert abs(landed_fraction(width_99 / 2, width_99 / 2, width_99) - 0.99) < 1e-8

# Fraction of the dose that crosses the mask if it stops ions like silicon
leak = ndtr(-(mask_thickness - ion_range) / depth_straggle)
assert leak < 1e-6

print(f"Boron energy (rough case): {energy_keV:.0f} keV")
print(f"Range: {ion_range:.0f} nm")
print(f"Depth straggle: {depth_straggle:.0f} nm")
print(f"One-axis lateral straggle sigma: {sigma:.0f} nm")
print(f"Radial rms sqrt(2) sigma: {root2 * sigma:.1f} nm")
print(f"Dose: {dose_cm2:.1e} cm^-2")
print(f"Window width: {window:.0f} nm")
print(f"Mask thickness: {mask_thickness:.0f} nm")
print(f"Straight-edge ratio, quadrature: {edge_quad:.6f}")
print(f"Corner ratio, quadrature: {corner_quad:.6f}")
print(f"Required Phi(u) = 1/sqrt(2): {1 / root2:.5f}")
print(f"Series variable a: {a_half:.5f}")
for count, value in enumerate(partial, 1):
    print(f"u from {count} series term(s): {value:.5f}")
print(f"u, full solution: {u_half:.5f}")
print(f"Half-point distance / sigma: {s_over_sigma:.5f}")
print(f"Half-point coordinate x = y: {u_half * sigma:.2f} nm")
print(f"Half-point distance, formula: {s_half:.2f} nm")
print(f"Half-point distance, quadrature: {s_quad:.2f} nm")
for k, y in y_contour.items():
    print(f"Half contour at x = {k:.0f} sigma: y = {y:.2f} nm")
print(f"Interior concentration at range: {peak_before:.3e} cm^-3")
print(f"Corner concentration at range: {peak_before / 4:.3e} cm^-3")
print(f"Half concentration at range: {peak_before / 2:.3e} cm^-3")
print(f"Diffusivity (rough): {diffusivity_cm2_s:.1e} cm^2/s")
print(f"Anneal time: {anneal_s:.0f} s")
print(f"Diffusion width sqrt(2Dt): {np.sqrt(2 * dt_nm2):.1f} nm")
print(f"Lateral width after anneal: {sigma_anneal:.1f} nm")
print(f"Corner ratio after anneal, grid: {corner_anneal:.5f}")
print(f"Half point after anneal, formula: {s_anneal:.2f} nm")
print(f"Half point after anneal, grid: {s_anneal_fd:.2f} nm")
print(f"Interior at range after anneal: {peak_after:.3e} cm^-3")
print(f"Tilt along diagonal: {tilt_deg:.0f} degrees")
print(f"Tilt shift from range: {range_shift:.1f} nm")
print(f"Tilt shift from mask shadow: {shadow_shift:.1f} nm")
print(f"Half point, tilted, upstream corner: {s_upstream:.1f} nm")
print(f"Half point, tilted, opposite corner: {s_downstream:.1f} nm")
print(f"Mask corner radius: {corner_radius:.0f} nm")
print(f"Corner ratio, rounded mask: {corner_round:.4f}")
print(f"Half point, rounded mask: {s_round:.1f} nm")
print(f"Kurtosis of non-Gaussian law: {kurtosis_mix:.2f} (Gaussian 3)")
print(f"Corner ratio, non-Gaussian law: {corner_mix:.6f}")
print(f"Half distance / sigma, non-Gaussian: {root2 * t_mix:.4f}")
print(f"Half distance, non-Gaussian: {root2 * t_mix * sigma:.1f} nm")
print(f"Half-point change for 10% in sigma: {0.1 * s_half:.1f} nm")
print(f"Window width for 99% at centre: {width_99:.0f} nm")
print(f"Dose fraction through mask: {leak:.1e}")
print("all tests passed")
```

Printed output:

```
Boron energy (rough case): 100 keV
Range: 300 nm
Depth straggle: 70 nm
One-axis lateral straggle sigma: 80 nm
Radial rms sqrt(2) sigma: 113.1 nm
Dose: 1.0e+13 cm^-2
Window width: 2000 nm
Mask thickness: 700 nm
Straight-edge ratio, quadrature: 0.500000
Corner ratio, quadrature: 0.250000
Required Phi(u) = 1/sqrt(2): 0.70711
Series variable a: 0.51914
u from 1 series term(s): 0.51914
u from 2 series term(s): 0.54246
u from 3 series term(s): 0.54466
u from 4 series term(s): 0.54491
u, full solution: 0.54495
Half-point distance / sigma: 0.77068
Half-point coordinate x = y: 43.60 nm
Half-point distance, formula: 61.65 nm
Half-point distance, quadrature: 61.65 nm
Half contour at x = 1 sigma: y = 19.09 nm
Half contour at x = 2 sigma: y = 2.33 nm
Interior concentration at range: 5.699e+17 cm^-3
Corner concentration at range: 1.425e+17 cm^-3
Half concentration at range: 2.850e+17 cm^-3
Diffusivity (rough): 1.5e-14 cm^2/s
Anneal time: 1800 s
Diffusion width sqrt(2Dt): 73.5 nm
Lateral width after anneal: 108.6 nm
Corner ratio after anneal, grid: 0.25000
Half point after anneal, formula: 83.72 nm
Half point after anneal, grid: 83.72 nm
Interior at range after anneal: 3.931e+17 cm^-3
Tilt along diagonal: 7 degrees
Tilt shift from range: 36.6 nm
Tilt shift from mask shadow: 85.9 nm
Half point, tilted, upstream corner: 184.2 nm
Half point, tilted, opposite corner: 25.1 nm
Mask corner radius: 100 nm
Corner ratio, rounded mask: 0.2030
Half point, rounded mask: 72.1 nm
Kurtosis of non-Gaussian law: 3.75 (Gaussian 3)
Corner ratio, non-Gaussian law: 0.250000
Half distance / sigma, non-Gaussian: 0.6918
Half distance, non-Gaussian: 55.3 nm
Half-point change for 10% in sigma: 6.2 nm
Window width for 99% at centre: 449 nm
Dose fraction through mask: 5.5e-09
all tests passed
```
